# Magnetic Moment of the Spin-Orbit Quartet in Octahedral d¹

## Problem

A metal ion with one d electron sits at the centre of a regular octahedron of ligands. The cubic field places the three $t_{2g}$ orbitals $yz$, $zx$, $xy$ below the two $e_g$ orbitals. Spin-orbit coupling on the metal is $\zeta\,\mathbf L\cdot\mathbf S$ with $\zeta>0$. It splits the six $t_{2g}$ spin-orbitals into a lower quartet, labelled $j_{\rm eff}=3/2$, and an upper doublet, labelled $j_{\rm eff}=1/2$.

In a magnetic field $B$ along $z$ the electron has the additional energy $\mu_B B M_z$, where $\mathbf M=\mathbf L+2\mathbf S$. The magnetic moment is $-\mu_B\mathbf M$, and the spin factor is taken as 2. Hartree atomic units are used, so $\hbar=1$ and $\mu_B=1/2$; moments are quoted in $\mu_B$.

1. Neglect the $e_g$ orbitals. What moment does the quartet have to first order in the field, for pure d orbitals?
2. Covalent bonding scales the orbital angular momentum within $t_{2g}$ by a factor $k$. How does the moment depend on $k$, and how is $k$ related to the ligand content of the orbitals?
3. What does the field do at second order, and what changes when the $e_g$ orbitals lie at a finite energy?

## A tempting solution

Three orbitals behave like a p shell, so take $l=1$ and $s=1/2$ and set $\mathbf L=\mathbf l$. The ground level has $j=3/2$, and the Landé formula gives

$$g=1+\frac{j(j+1)+s(s+1)-l(l+1)}{2j(j+1)}=1+\frac{15/4+3/4-2}{15/2}=\frac43 .$$

The largest moment is then $\frac43\cdot\frac32=2\,\mu_B$. In this level $\mathbf l$ and $2\mathbf s$ each contribute $\frac23\mathbf J$. Scaling the orbital half by $k$ gives $g=\frac23(1+k)$, so covalency would lower the moment.

## Where it fails

The solution contradicts the level order on which it relies. If $\mathbf L$ were $+\mathbf l$, the coupling would be $+\zeta\,\mathbf l\cdot\mathbf s$, with

$$\mathbf l\cdot\mathbf s=\tfrac12\left[j(j+1)-l(l+1)-s(s+1)\right]=\tfrac12\left[j(j+1)-\tfrac{11}{4}\right].$$

This is $+\frac12$ for $j=3/2$ and $-1$ for $j=1/2$, so the doublet would lie lowest. The stated order is the opposite one. The analogy with a p shell is sound as far as the number of states goes, but the sign of the angular momentum was assumed. It has to be calculated.

## The angular momentum of the $t_{2g}$ orbitals

Write $|X\rangle$, $|Y\rangle$, $|Z\rangle$ for the normalized orbitals proportional to $yz$, $zx$, $xy$, which share one normalization factor. The operator $L_z=-i(x\partial_y-y\partial_x)$ leaves the radial factor alone and gives

$$L_z\,yz=-i\,zx,\qquad L_z\,zx=+i\,yz,\qquad L_z\,xy=-i(x^2-y^2).$$

The last function belongs to $e_g$. With $P$ the projector onto $t_{2g}$,

$$PL_z|X\rangle=-i|Y\rangle,\qquad PL_z|Y\rangle=i|X\rangle,\qquad PL_z|Z\rangle=0 .$$

For genuine p functions the same operator gives

$$l_z\,x=+i\,y,\qquad l_z\,y=-i\,x,\qquad l_z\,z=0 .$$

With the correspondence $X,Y,Z\leftrightarrow x,y,z$, every element has the opposite sign. Cyclic exchange of the axes extends this to the other components:

$$P\mathbf LP=-\mathbf l .$$

Here $\mathbf l$ obeys the usual rule $[l_x,l_y]=il_z$, whereas $P\mathbf LP$ does not. There is no conflict with the algebra of the full $\mathbf L$, because the projection removes the passage through $e_g$ in products such as $L_xL_y$.

For covalent orbitals of the same symmetry the three matrices can change only by a common factor. The components of $\mathbf L$ transform as the cubic representation $T_1$, and the product $T_2\times T_2=A_1+E+T_1+T_2$ contains $T_1$ once. Hence

$$P\mathbf LP=-k\,\mathbf l ,$$

with $k$ real because $\mathbf L$ is Hermitian, and $k=1$ for pure d orbitals. The spin is not reduced, since it does not act on the orbital part.

By the same symmetry argument the spin-orbit coupling becomes $-\lambda\,\mathbf l\cdot\mathbf s$. For pure d orbitals $\lambda=\zeta$, and $\lambda>0$ is assumed throughout. The values of $\mathbf l\cdot\mathbf s$ found above now give

$$E_{3/2}=-\frac{\lambda}{2},\qquad E_{1/2}=+\lambda ,$$

which is the stated order.

## The moment of the quartet

Let $\mathbf J=\mathbf l+\mathbf s$. This is an effective angular momentum and differs from $\mathbf L+\mathbf S$. Within a level of fixed $j$, every vector operator is proportional to $\mathbf J$. Write $\mathbf l=a\mathbf J$ and $\mathbf s=b\mathbf J$ there. Since $\mathbf J$ does not lead out of the level, taking the scalar product with $\mathbf J$ fixes both constants:

$$a=\frac{l(l+1)+\mathbf l\cdot\mathbf s}{j(j+1)},\qquad b=\frac{s(s+1)+\mathbf l\cdot\mathbf s}{j(j+1)} .$$

For $j=3/2$, where $\mathbf l\cdot\mathbf s=\frac12$,

$$a=\frac{2+1/2}{15/4}=\frac23,\qquad b=\frac{3/4+1/2}{15/4}=\frac13 .$$

Therefore $\mathbf L=-k\mathbf l=-\frac{2k}{3}\mathbf J$ and $2\mathbf S=+\frac23\mathbf J$, and

$$\boxed{\;\mathbf M=g\,\mathbf J,\qquad g=\tfrac23(1-k)\;}$$

For pure d orbitals $k=1$, and all three $4\times4$ moment matrices vanish. No superposition of the quartet states has a first-order moment in this model. The spin has not disappeared: an equal and opposite orbital contribution cancels it.

The explicit states show this directly. Take $|1\rangle=-(|X\rangle+i|Y\rangle)/\sqrt2$, which has $l_z=1$, and $|0\rangle=|Z\rangle$. The stretched state is $|1\uparrow\rangle$. Applying $J_-=l_-+s_-$ to it, with $l_-|1\rangle=\sqrt2|0\rangle$, gives $\sqrt3$ times the next state:

$$|\tfrac32,\tfrac32\rangle=|1\uparrow\rangle,\qquad |\tfrac32,\tfrac12\rangle=\sqrt{\tfrac23}\,|0\uparrow\rangle+\sqrt{\tfrac13}\,|1\downarrow\rangle .$$

In the first state $L_z=-k$ and $2S_z=1$, so $M_z=1-k$. In the second, $L_z=-k/3$ and $2S_z=\frac23-\frac13=\frac13$, so $M_z=(1-k)/3$. The ratio 3:1 is that of $m=3/2$ to $m=1/2$.

If $k<1$, the orbital part no longer balances the spin, and the largest moment has magnitude $(1-k)\,\mu_B$. Orbital reduction thus increases the moment from zero, contrary to the tempting solution. At the formal limit $k=0$ the spin alone remains, and the largest moment is $1\,\mu_B$.

The cancellation belongs to the quartet. In the doublet $\mathbf l\cdot\mathbf s=-1$, so $a=(2-1)/(3/4)=\frac43$ and $b=(3/4-1)/(3/4)=-\frac13$. Then

$$g_{1/2}=-\frac{4k}{3}-\frac23=-\frac23(1+2k).$$

At $k=1$ this is $-2$: orbital and spin parts add, and the moment has magnitude $1\,\mu_B$.

The exact zero also depends on the spin factor. If 2 is replaced by $g_s$, the quartet has $g=(g_s-2k)/3$. With the free-electron value of $g_s$ and $k=1$, this leaves $g\approx0.0008$.

## What ligand content does to $k$

Let the occupied orbitals be antibonding combinations

$$|T_i\rangle=\sqrt{1-w}\,|d_i\rangle-\sqrt w\,|p_i\rangle ,$$

where $w$ is the weight on the six ligands. The signs of the $|p_i\rangle$ are chosen so that the minus sign marks the antibonding state. The ligand combinations matching $yz$ and $zx$ are

$$|p_X\rangle=\tfrac12\left[p_z^{(+y)}+p_y^{(+z)}-p_z^{(-y)}-p_y^{(-z)}\right],$$

$$|p_Y\rangle=\tfrac12\left[p_x^{(+z)}+p_z^{(+x)}-p_x^{(-z)}-p_z^{(-x)}\right],$$

where the superscript names the ligand position. Overlaps and angular-momentum elements between different centres are neglected.

Angular momentum is measured about the metal. On a ligand at $\mathbf R$ it is the local angular momentum plus $\mathbf R\times\mathbf p$. The momentum $\mathbf p$ is odd under inversion through that ligand, so it has no element between two p orbitals there. The local part remains. It annihilates $p_z$ under $l_z$ and turns $p_y$ into $-ip_x$. The two combinations share just the ligands at $+z$ and $-z$, so

$$\langle p_Y|L_z|p_X\rangle=\tfrac14(-i)+\tfrac14(-i)=-\tfrac{i}{2} .$$

The metal element is $\langle Y|L_z|X\rangle=-i$. Adding the two with their weights gives $-i[(1-w)+w/2]$, and by definition this equals $-ik$. Hence

$$k=1-\frac w2,\qquad g=\frac w3 .$$

With elements between centres neglected, the ligand part of the orbital carries half the angular momentum that the metal part would carry, while the spin is complete. For atomic p orbitals of F, O or Cl at ordinary bond lengths, ligand-ligand terms raise the fraction to roughly $0.53$ to $0.59$. If spin-orbit coupling acts on the metal alone, the same weights give $\lambda=(1-w)\zeta$. This treats spin-orbit coupling within the three antibonding orbitals only, which requires $\zeta$ to be small compared with the bonding-antibonding splitting. Within that space the value of $\lambda$ sets the level separation but does not enter $g$, because the quartet states are fixed by symmetry. Beyond it, spin-orbit coupling mixes in the bonding $t_{2g}$ quartet and changes $w$.

## A numerical case

Take round model parameters: ligand p levels $0.12$ Hartree below the metal d level, a $\pi$ hopping of $0.04$ Hartree per ligand, no hopping between ligands, and $\zeta=0.015$ Hartree. Each $|p_i\rangle$ has four ligand terms with amplitude $\frac12$, so its coupling to the d orbital has magnitude $4\cdot\frac12\cdot0.04=0.08$ Hartree. The two-level problem has half-gap $0.06$ and half-splitting $\sqrt{0.06^2+0.08^2}=0.10$ Hartree. Its upper state has ligand weight

$$w=\frac12\left(1-\frac{0.06}{0.10}\right)=0.20 .$$

It follows that $k=1-0.10=0.90$ and $\lambda=0.80\cdot0.015=0.012$ Hartree. The quartet lies at $-0.006$ and the doublet at $+0.012$ Hartree, relative to the $t_{2g}$ level without spin-orbit coupling. The quartet has

$$g=\tfrac23(0.10)=0.067 ,$$

and its two moment magnitudes are $0.100\,\mu_B$ and $0.033\,\mu_B$. A ligand weight of one fifth thus produces a moment one tenth of that of a free spin. These values hold for spin-orbit coupling projected onto the antibonding triplet. If instead the d level in the two-level problem is lowered by $\zeta/2$, as it is in the quartet, the half-gap becomes $0.05625$ and the half-splitting $0.0978$ Hartree, so that $w\approx0.21$ and $g=w/3\approx0.071$.

A susceptibility measurement averages over the quartet. If the temperature is high compared with the field splitting but low compared with the separation $3\lambda/2$, all four states are equally populated. The field-induced moments treated in the next section add a temperature-independent part to the susceptibility, which in this example is the larger part above about 17 K as long as the $e_g$ orbitals are left out; the $e_g$ mixing treated below enlarges the Curie part and can reverse the order at 100 K. The Curie part alone is governed by

$$\mu_{\rm eff}=\mu_B\sqrt{g^2j(j+1)}=\sqrt{\tfrac53}\,(1-k)\,\mu_B=0.129\,\mu_B .$$

## Second order in the field

A vanishing first-order moment does not make the ion unresponsive, because the field couples the quartet to the doublet. The doublet state with $m=1/2$ is orthogonal to its quartet partner:

$$|\tfrac12,\tfrac12\rangle=-\sqrt{\tfrac13}\,|0\uparrow\rangle+\sqrt{\tfrac23}\,|1\downarrow\rangle .$$

Between the two states, $l_z$ acts on $|1\downarrow\rangle$ alone and gives $\sqrt2/3$. The spin term $2s_z$ gives $-\sqrt2/3$ from each component, together $-2\sqrt2/3$. Thus

$$\langle\tfrac12,\tfrac12|M_z|\tfrac32,\tfrac12\rangle=-\frac{k\sqrt2}{3}-\frac{2\sqrt2}{3}=-\frac{\sqrt2}{3}(2+k).$$

The orbital and spin parts, which oppose each other inside the quartet, add here. Dividing the squared coupling by the energy difference $-3\lambda/2$ gives

$$\Delta E^{(2)}_{\pm1/2}=-\frac{2(2+k)^2}{9}\,\frac{2}{3\lambda}(\mu_BB)^2=-\frac{4(2+k)^2}{27}\frac{(\mu_BB)^2}{\lambda}.$$

Time reversal gives the same value for both signs of $m$. The states $m=\pm3/2$ have no partner in the doublet and no such shift. The induced moment $-\partial\Delta E^{(2)}/\partial B$ is

$$\mu_{\rm ind}=\frac{8(2+k)^2}{27}\frac{\mu_BB}{\lambda}\,\mu_B ,$$

which at $k=1$ becomes $\frac83(\mu_BB/\lambda)\,\mu_B$.

For the numerical case take $B=10^{-5}$ atomic units, or $2.35$ T, so that $\mu_BB=5.0\times10^{-6}$ Hartree. The outer quartet states are separated at first order by

$$3g\mu_BB=3(0.0667)(5.0\times10^{-6})=1.0\times10^{-6}\ \text{Hartree},$$

which is $27\ \mu$eV. The second-order shift of the inner states is

$$-\frac{4(2.9)^2}{27}\frac{(5.0\times10^{-6})^2}{0.012}=-2.6\times10^{-9}\ \text{Hartree},$$

and their induced moment is $0.0010\,\mu_B$. This is about one thirtieth of their first-order moment of $0.033\,\mu_B$. Since it grows linearly with the field, the two would become equal near 75 T in this model.

The expansion needs $\mu_BB\ll\lambda$. In the opposite limit, still within $t_{2g}$, the field selects the lowest value of $-kl_z+2s_z$. That is the state with $l_z=1$ and $s_z=-\frac12$, whose moment is $(1+k)\,\mu_B$. The small moment of the lowest state is lost well before this limit. In the numerical case the state $m=-1/2$ drops below $m=-3/2$ at $\mu_BB\approx0.056\,\lambda$, about 310 T, and for $k=1$ the inner states are the lowest at any nonzero field. The stretched states $m=\pm3/2$ remain exact eigenstates with moment of magnitude $(1-k)\,\mu_B$ at any field, but they are then no longer the lowest.

## The $e_g$ orbitals at finite energy

Return to pure d orbitals, $k=1$, and place $e_g$ at an energy $\Delta$ above $t_{2g}$. Let $|U\rangle$ and $|V\rangle$ be the normalized $x^2-y^2$ and $3z^2-r^2$ orbitals. With the normalization factor $N$ of the $t_{2g}$ functions,

$$U=\tfrac N2(x^2-y^2),\qquad V=\tfrac{N}{2\sqrt3}(2z^2-x^2-y^2).$$

Let $Q$ project onto $e_g$. The differential operators give $QL_z|Z\rangle=-2i|U\rangle$, and also $L_x\,yz=-i(y^2-z^2)$ and $L_y\,zx=-i(z^2-x^2)$. Expressed in $U$ and $V$, the last two become

$$QL_x|X\rangle=i(|U\rangle+\sqrt3|V\rangle),\qquad QL_y|Y\rangle=i(|U\rangle-\sqrt3|V\rangle).$$

The elements $QL_x|Y\rangle$ and $QL_y|X\rangle$ vanish. So do $QL_x|Z\rangle$ and $QL_y|Z\rangle$, because $L_x\,xy=i\,zx$ and $L_y\,xy=-i\,yz$ stay in $t_{2g}$; hence $QL_\pm|0\rangle=0$. For $L_\pm=L_x\pm iL_y$ acting on $|1\rangle$ this yields

$$QL_+|1\rangle=-i\sqrt6\,|V\rangle,\qquad QL_-|1\rangle=-i\sqrt2\,|U\rangle .$$

Now use $\mathbf L\cdot\mathbf S=L_zS_z+\frac12(L_+S_-+L_-S_+)$. Since $L_z|1\rangle$ stays in $t_{2g}$,

$$Q\,\mathbf L\cdot\mathbf S\,|\tfrac32,\tfrac32\rangle=-i\sqrt{\tfrac32}\,|V\downarrow\rangle ,$$

$$Q\,\mathbf L\cdot\mathbf S\,|\tfrac32,\tfrac12\rangle=-i\left(\sqrt{\tfrac23}+\tfrac1{\sqrt6}\right)|U\uparrow\rangle=-i\sqrt{\tfrac32}\,|U\uparrow\rangle .$$

Both couplings have strength $\sqrt{3/2}\,\zeta$. For the doublet state the two contributions are $+i/\sqrt3$ and $-i/\sqrt3$, so it does not couple to $e_g$. Within $e_g$ the operator $\mathbf L$ has no elements. Each quartet state therefore mixes with one partner, $|e\rangle=-i|V\downarrow\rangle$ or $-i|U\uparrow\rangle$, and time reversal supplies the cases $m<0$. The lower state is $\cos\theta\,|q\rangle-\sin\theta\,|e\rangle$, where $|q\rangle$ is the quartet state and

$$\tan2\theta=\frac{2\sqrt{3/2}\,\zeta}{\Delta+\zeta/2}=\frac{\sqrt6\,\zeta}{\Delta+\zeta/2}.$$

In $|q\rangle$ the mean of $M_z$ is zero. For $m=3/2$ the partner has $M_z=-1$, and $L_z|V\rangle=0$ removes the cross term. For $m=1/2$ the partner has $M_z=+1$, and the cross element is $\langle e|L_z|q\rangle=2\sqrt{2/3}$. Thus

$$\langle M_z\rangle_{3/2}=-\sin^2\theta,\qquad \langle M_z\rangle_{1/2}=-2\sqrt{\tfrac23}\,\sin2\theta+\sin^2\theta .$$

For small $\zeta/\Delta$ the first is of second order, while the second begins as $-4\zeta/\Delta$. The moment is no longer proportional to $\mathbf J$: the inner states now carry the larger one.

With $\zeta=0.015$ and $\Delta=0.15$ Hartree, $\theta=0.115$ rad. The means are $-0.013$ for $m=3/2$ and $-0.358$ for $m=1/2$; the leading estimate for the latter is $-0.40$. The resulting moment of $0.36\,\mu_B$ exceeds the largest covalent moment of $0.10\,\mu_B$ found above. For both values of $m$ the two effects have opposite signs. They come from separate models and should not simply be added, because covalency also weakens the mixing. If the cluster of the numerical case is given a $\sigma$ hopping $V_{pd\sigma}=0.10$ Hartree, its antibonding $e_g$ level lies at $\Delta=0.083$ Hartree and the means are $+0.084$ and $-0.31$, whereas the sum of the separate results at that $\Delta$ is $+0.064$ and $-0.54$.

This limits the use of $g=\frac23(1-k)$. Comparing the leading $m=1/2$ terms, $e_g$ mixing is negligible if $4\zeta/\Delta\ll(1-k)/3$. With this pure-d estimate of the mixing, $k=0.90$ requires $\zeta/\Delta\ll0.008$, whereas the ratio here is $0.10$. The quartet is also open to Jahn-Teller coupling, which the rigid octahedron leaves out. A small measured moment does not by itself determine $k$.

A distortion of the octahedron can also remove the cancellation. If it lowers one real orbital below the other two by an energy much larger than $\lambda$, the mean of $\mathbf L$ in that orbital is zero, and the spin moment of $1\,\mu_B$ remains. The sign of the distortion matters. If $xy$ is instead raised far above $yz$ and $zx$, the lowest pair consists of the stretched states $m=\pm3/2$, whose moment along $z$ has magnitude $(1-k)\,\mu_B$ and still vanishes for pure $t_{2g}$ orbitals.
